# Built-in Field from Franz-Keldysh Extrema by Airy Asymptotics: a numerical check

```python
# Franz-Keldysh oscillations above a direct three-dimensional gap.
# Result under test: extrema of the modulated reflectance obey
#   (4/3) (u_n / hbar_theta)^(3/2) = (n + 1/2) pi + psi   (asymptotically),
# so u_n^(3/2) against n has slope S = (3 pi/4) e hbar F / sqrt(2 mu).
# u = photon energy minus gap, F = field, mu = reduced mass,
# hbar_theta = (e^2 hbar^2 F^2 / (2 mu))^(1/3), x = u / hbar_theta,
# gamma = broadening / hbar_theta, zeta = (2/3) x^(3/2),
# psi = phase of the reflectance coefficients.
# Undamped cases use real arguments: a complex argument with a negative
# zero imaginary part would lie on a branch cut of the complex routine.
import mpmath
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import solve_banded
from scipy.special import airy

q, hbar, m0 = const.e, const.hbar, const.m_e
KV_CM = 1.0e5  # V/m

gap = 1.40            # eV
mass = 0.05           # electron masses
broadening = 0.005    # eV
field = 50.0          # kV/cm
eps_background = 13.0
strength = 6.0        # eV^(3/2), zero-field eps2 = strength*sqrt(u)/E^2


def electro_optic_energy(f_kvcm):
    force = q * f_kvcm * KV_CM
    return (hbar**2 * force**2 / (2 * mass * m0)) ** (1 / 3) / q


def field_from_slope(slope):
    """Slope in eV^(3/2) per index, field in kV/cm."""
    slope_si = slope * q**1.5
    return 4 * slope_si * np.sqrt(2 * mass * m0) / (3 * np.pi * q * hbar) / KV_CM


def contact_green(xc):
    ai, _, bi, _ = airy(-xc)
    return np.pi * ai * (bi + 1j * ai)


def full_airy(xc):
    ai, aip, bi, bip = airy(-xc)
    return np.pi * (aip * (bip + 1j * aip) + xc * ai * (bi + 1j * ai))


def field_change(xc):
    return full_airy(xc) - 1j * np.sqrt(xc)


def find_extrema(grid, signal):
    """Turning points on a uniform grid, refined by a parabola."""
    d = np.diff(signal)
    i = np.where(d[:-1] * d[1:] < 0)[0] + 1
    left, mid, right = signal[i - 1], signal[i], signal[i + 1]
    shift = 0.5 * (left - right) / (left - 2 * mid + right)
    return grid[i] + shift * (grid[1] - grid[0]), mid


# Airy values at real negative arguments: scipy against mpmath.
# The complex call with a negative zero is recorded for comparison only.
library_error = negative_zero_error = 0.0
for x_test in (3.0, 6.0, 12.0):
    reference = np.array([
        float(mpmath.airyai(-x_test)),
        float(mpmath.airyai(-x_test, derivative=1)),
        float(mpmath.airybi(-x_test)),
        float(mpmath.airybi(-x_test, derivative=1))])
    real_call = np.array(airy(-x_test))
    complex_call = np.array(airy(-(x_test + 0j)))
    library_error = max(library_error, np.max(np.abs(real_call - reference)))
    negative_zero_error = max(negative_zero_error,
                              np.max(np.abs(complex_call - reference)))
assert library_error < 1e-10

# Contact Green function: finite-difference solution against Airy product
h, depth, top, gam = 0.01, 300.0, 20.0, 0.5
n_left = int(round(depth / h))
n_right = int(round(top / h))
z = h * np.arange(-n_left, n_right + 1)
green_error = 0.0
for x_test in (-1.0, 2.0, 5.0):
    bands = np.zeros((3, z.size), dtype=complex)
    bands[0, 1:] = -1 / h**2
    bands[2, :-1] = -1 / h**2
    bands[1] = 2 / h**2 + z - (x_test + 1j * gam)
    source = np.zeros(z.size, dtype=complex)
    source[n_left] = 1 / h
    numeric = solve_banded((1, 1), bands, source)[n_left]
    green_error = max(green_error, abs(numeric - contact_green(x_test + 1j * gam)))
assert green_error < 1e-3

# Integration over transverse energy: quadrature against closed form
integral_error = 0.0
for x_test in (-1.0, 2.0, 5.0):
    path = np.linspace(-30.0, x_test, 35001) + 1j * gam
    integrand = contact_green(path) - 0.5j / np.sqrt(path)
    numeric = (simpson(integrand.real, x=path.real)
               + 1j * simpson(integrand.imag, x=path.real))
    integral_error = max(integral_error, abs(numeric - field_change(path[-1])))
assert integral_error < 2e-5

# Asymptotic wave: the relative error must fall as 1/zeta
asymptotic = []
for x_test in (3.0, 6.0, 12.0):
    zeta = 2 / 3 * x_test**1.5
    wave = -1j * np.exp(2j * zeta) / (4 * x_test)
    error = abs(field_change(x_test) / wave - 1)
    asymptotic.append((x_test, error, error * zeta))
    assert 0.3 < error * zeta < 0.65

# Extrema for several constant mixing phases, without damping
x_grid = np.arange(1.8, 14.0, 0.001)
change = field_change(x_grid)
worst_simple = worst_corrected = 0.0
for psi in (0.0, 0.7, np.pi / 2, 2.4):
    x_ext, _ = find_extrema(x_grid, (np.exp(-1j * psi) * change).real)
    x_ext = x_ext[x_ext > 2.0]
    assert len(x_ext) > 15
    phase = 4 / 3 * x_ext**1.5
    simple = (phase - psi) % np.pi - np.pi / 2
    corrected = (phase - 5 / (18 * phase) - psi) % np.pi - np.pi / 2
    assert np.all(np.abs(corrected) < 0.5 / phase**2)
    worst_simple = max(worst_simple, np.max(np.abs(simple)))
    worst_corrected = max(worst_corrected, np.max(np.abs(corrected)))
assert worst_corrected < worst_simple

# Round-trip action in SI units against the Airy phase
ht = electro_optic_energy(field)
u_action = 0.15
force = q * field * KV_CM
turning = u_action * q / force
action = 2 * turning * quad(
    lambda s: np.sqrt(2 * mass * m0 * (u_action * q - force * turning * s)) / hbar,
    0, 1)[0]
airy_phase = 4 / 3 * (u_action / ht) ** 1.5
assert abs(action / airy_phase - 1) < 1e-6

# Damping of the wave by broadening
gamma = broadening / ht
x_damp = 8.0
damping_actual = 4 * x_damp * abs(field_change(x_damp + 1j * gamma))
damping_formula = np.exp(-2 * gamma * np.sqrt(x_damp))
assert abs(damping_actual / damping_formula - 1) < 0.03

# Synthetic experiment with the full Fresnel reflectance
u_grid = np.arange(0.02, 0.25, 2e-5)


def dielectric(u, f_kvcm):
    if f_kvcm == 0:
        part = 1j * np.sqrt(u + 1j * broadening)
    else:
        scale = electro_optic_energy(f_kvcm)
        part = np.sqrt(scale) * full_airy((u + 1j * broadening) / scale)
    return eps_background + strength * part / (gap + u) ** 2


def reflectance(u, f_kvcm):
    index = np.sqrt(dielectric(u, f_kvcm))
    return np.abs((1 - index) / (1 + index)) ** 2


def measure(f_high, f_low):
    reference = reflectance(u_grid, f_low)
    signal = reflectance(u_grid, f_high) / reference - 1
    u_ext, height = find_extrema(u_grid, signal)
    keep = u_ext > 1.5 * electro_optic_energy(f_high)
    u_ext, height = u_ext[keep], height[keep]
    number = np.arange(1, len(u_ext) + 1)
    slope, intercept = np.polyfit(number, u_ext**1.5, 1)
    return u_ext, height, slope, intercept


u_n, height_n, slope, intercept = measure(field, 0.0)
recovered = field_from_slope(slope)
assert len(u_n) >= 8
assert np.all(height_n[:-1] * height_n[1:] < 0)
assert abs(recovered / field - 1) < 0.015

eps_mid = dielectric(np.array([0.15]), 0.0)[0]
psi_mid = -np.angle(2 / (np.sqrt(eps_mid) * (eps_mid - 1)))
offset = intercept / slope
offset_expected = 0.5 + psi_mid / np.pi
assert abs(offset - offset_expected) < 0.1

other_fields = []
for f_test in (30.0, 80.0):
    f_found = field_from_slope(measure(f_test, 0.0)[2])
    assert abs(f_found / f_test - 1) < 0.02
    other_fields.append((f_test, f_found))

# Gap assumed too high: the plot bends and its local slope falls
gap_error = 0.010
number = np.arange(1, len(u_n) + 1)
wrong_y = (u_n - gap_error) ** 1.5
wrong_field = field_from_slope(np.polyfit(number, wrong_y, 1)[0])
ratios = np.diff(wrong_y) / np.diff(u_n**1.5)
middle = 0.5 * (u_n[1:] + u_n[:-1])
ratio_formula = np.sqrt(1 - gap_error / middle)
assert np.max(np.abs(ratios - ratio_formula)) < 0.005

# Partial modulation between two neighbouring fields
low_field = 45.0
partial_field = field_from_slope(measure(field, low_field)[2])
harmonic = 2 * field * low_field / (field + low_field)
assert abs(partial_field / harmonic - 1) < 0.025
assert abs(partial_field - harmonic) < abs(partial_field - field)

print(f"gap: {gap:.3f} eV; reduced mass: {mass:.3f} m_e")
print(f"broadening: {1000*broadening:.1f} meV; field: {field:.1f} kV/cm")
print(f"background permittivity: {eps_background:.1f}")
print(f"absorption strength: {strength:.1f} eV^(3/2)")
print(f"electro-optic energy: {1000*ht:.3f} meV")
print(f"reduced broadening gamma: {gamma:.4f}")
print(f"Airy values, real call against mpmath: {library_error:.1e}")
print(f"Airy values, negative-zero complex call: {negative_zero_error:.1e}")
print(f"Green function, largest difference: {green_error:.1e}")
print(f"transverse integral, largest difference: {integral_error:.1e}")
for x_test, error, scaled in asymptotic:
    print(f"x={x_test:.0f}: asymptotic rel. error {error:.4f}, times zeta {scaled:.3f}")
print(f"extrema, largest phase error, simple law: {worst_simple:.4f} rad")
print(f"extrema, largest phase error, corrected: {worst_corrected:.4f} rad")
print(f"action at u=0.15 eV: {action:.4f} rad; Airy phase: {airy_phase:.4f} rad")
print(f"damping at x=8: actual {damping_actual:.4f}, formula {damping_formula:.4f}")
print("number, photon energy (eV), u (eV), u^(3/2) (eV^(3/2)), dR/R")
for k, (u, a) in enumerate(zip(u_n, height_n), 1):
    print(f"{k:2d}  {gap+u:.5f}  {u:.5f}  {u**1.5:.6f}  {a:+.2e}")
print(f"fitted slope: {slope:.6f} eV^(3/2) per index")
print(f"fitted intercept: {intercept:.6f} eV^(3/2)")
print(f"recovered field: {recovered:.2f} kV/cm = {recovered*KV_CM:.3e} V/m")
print(f"intercept/slope: {offset:.3f}; expected: {offset_expected:.3f}")
print(f"reflectance phase psi at u=0.15 eV: {psi_mid:.3f} rad")
for f_test, f_found in other_fields:
    print(f"true field {f_test:.1f} kV/cm, recovered {f_found:.2f} kV/cm")
print(f"gap set {1000*gap_error:.0f} meV too high: field {wrong_field:.2f} kV/cm")
print(f"first-pair slope ratio: {ratios[0]:.4f}; formula {ratio_formula[0]:.4f}")
print(f"last-pair slope ratio: {ratios[-1]:.4f}; formula {ratio_formula[-1]:.4f}")
print(f"modulation {field:.0f} to {low_field:.0f} kV/cm: plot gives {partial_field:.2f} kV/cm")
print(f"harmonic mean of these fields: {harmonic:.2f} kV/cm")
print("verified")
```

Printed output:

```
gap: 1.400 eV; reduced mass: 0.050 m_e
broadening: 5.0 meV; field: 50.0 kV/cm
background permittivity: 13.0
absorption strength: 6.0 eV^(3/2)
electro-optic energy: 26.707 meV
reduced broadening gamma: 0.1872
Airy values, real call against mpmath: 1.8e-15
Airy values, negative-zero complex call: 1.6e+00
Green function, largest difference: 1.2e-05
transverse integral, largest difference: 6.3e-06
x=3: asymptotic rel. error 0.1210, times zeta 0.419
x=6: asymptotic rel. error 0.0432, times zeta 0.423
x=12: asymptotic rel. error 0.0198, times zeta 0.549
extrema, largest phase error, simple law: 0.0545 rad
extrema, largest phase error, corrected: 0.0150 rad
action at u=0.15 eV: 17.7472 rad; Airy phase: 17.7472 rad
damping at x=8: actual 0.3441, formula 0.3468
number, photon energy (eV), u (eV), u^(3/2) (eV^(3/2)), dR/R
 1  1.46355  0.06355  0.016019  -1.14e-03
 2  1.48826  0.08826  0.026222  +7.62e-04
 3  1.51003  0.11003  0.036498  -5.48e-04
 4  1.52981  0.12981  0.046768  +4.32e-04
 5  1.54820  0.14820  0.057054  -3.47e-04
 6  1.56551  0.16551  0.067334  +2.92e-04
 7  1.58196  0.18196  0.077621  -2.47e-04
 8  1.59770  0.19770  0.087904  +2.15e-04
 9  1.61284  0.21284  0.098191  -1.88e-04
10  1.62745  0.22745  0.108475  +1.68e-04
11  1.64161  0.24161  0.118761  -1.49e-04
fitted slope: 0.010279 eV^(3/2) per index
fitted intercept: 0.005679 eV^(3/2)
recovered field: 49.97 kV/cm = 4.997e+06 V/m
intercept/slope: 0.552; expected: 0.537
reflectance phase psi at u=0.15 eV: 0.118 rad
true field 30.0 kV/cm, recovered 29.99 kV/cm
true field 80.0 kV/cm, recovered 79.93 kV/cm
gap set 10 meV too high: field 48.27 kV/cm
first-pair slope ratio: 0.9315; formula 0.9318
last-pair slope ratio: 0.9784; formula 0.9784
modulation 50 to 45 kV/cm: plot gives 47.53 kV/cm
harmonic mean of these fields: 47.37 kV/cm
verified
```
